Is Lorentzian broadening of a semiconductor gain spectrum harmless?

**Q:** I calculate the gain of a quantum well from ideal bands and convolve the result with a Lorentzian of half width γ = 5 meV. That rounds the edge and lowers the peak. Since γ is small compared with kT at room temperature, I regard the step as harmless.

**A:** Let us fix a model in which that can be judged. Take one conduction and one valence subband, both parabolic, transitions that conserve the in-plane wave vector k, and a constant matrix element. I leave out Coulomb enhancement, free-carrier absorption and slow prefactors in the photon energy. A pair at k has energy E = ħ²k²/2m_r above the gap E_g, with 1/m_r = 1/m_e + 1/m_h. The electron carries the share r_e = m_r/m_e of E and the hole the share r_h = m_r/m_h, so r_e + r_h = 1. If ζ_e and ζ_h are the quasi-Fermi levels measured into the bands, the electron and hole occupations are

f_e = 1/{exp[(r_e E − ζ_e)/kT] + 1},  f_h = 1/{exp[(r_h E − ζ_h)/kT] + 1}.

Emission needs an electron and a hole; absorption needs neither to be there. The net gain is

g₀(E) = f_e f_h − (1 − f_e)(1 − f_h) = f_e + f_h − 1,  E > 0.

The pair density of states is constant in two dimensions, so the unpumped well has g₀ = −1. That plateau is my unit of gain.

**Q:** Where is this gain zero?

**A:** For each carrier (1 − f)/f = exp[(rE − ζ)/kT]. Multiplying the two ratios and using r_e + r_h = 1 gives

(1 − f_e)(1 − f_h) = f_e f_h exp[(E − D)/kT],  D = ζ_e + ζ_h.

The quasi-Fermi separation is Δμ = E_g + D, and the ideal gain vanishes at E = D.

For numbers, take masses 0.06 and 0.30, T = 300 K (kT = 25.85 meV) and n = 2×10¹² cm⁻² for both carriers. Counting spin, n = (m_r/πħ²)∫f_e dE, and the same holds for f_h. Hence

C ≡ ∫₀^∞ (f_e + f_h) dE = 2πħ²n/m_r = 191.5 meV.

Doing the Fermi integral gives r_e C/2 = kT ln[1 + exp(ζ_e/kT)]. With m_r = 0.05, r_e = 5/6 and the left side is 79.8 meV, or 3.09 kT. Then ζ_e = kT ln(e^3.09 − 1) = 78.6 meV. The hole has r_h = 1/6 and 0.617 kT, so ζ_h = −4.1 meV. The sum is D = 74.5 meV.

**Q:** That zero belongs to sharp levels. Once levels are broadened, why should the zero stay there?

**A:** Because its position follows from the populations of the many-body states. Let H include the carriers, their interactions and the phonons, and let it conserve the electron numbers N_c and N_v of the two bands. In quasi-equilibrium, with β = 1/kT, a state m has probability

p_m ∝ exp[−β(E_m − μ_c N_c − μ_v N_v)].

Let P move one electron from the conduction to the valence band. Emission takes m to n with ħω = E_m − E_n, and absorption takes n back to m:

S_em(ω) = Σ p_m |⟨n|P|m⟩|² δ(ħω − E_m + E_n),
S_abs(ω) = Σ p_n |⟨m|P†|n⟩|² δ(ħω − E_m + E_n).

The squared matrix elements are equal. State n has one conduction electron fewer and one valence electron more, so

p_n/p_m = exp[β(E_m − E_n) − βμ_c + βμ_v] = exp[β(ħω − Δμ)].

This factor is the same for every term at a given ω and comes out of the sum:

S_abs = S_em exp[β(ħω − Δμ)],
g = S_em − S_abs = S_em {1 − exp[β(ħω − Δμ)]}.

The first line is the Kubo–Martin–Schwinger (KMS) relation. Since S_em ≥ 0, there is no net interband absorption at any photon energy below Δμ, and the sign changes at Δμ, provided S_em is not zero there. The proof needs one temperature, separate quasi-equilibrium in each band, and no term in H that mixes the bands.

**Q:** My convolution acts on a gain that obeys this. How could it spoil it?

**A:** Write x = ħω − E_g and L(u) = (γ/π)/(u² + γ²). Your spectrum is

g_L(x) = ∫₀^∞ [f_e f_h − (1 − f_e)(1 − f_h)] L(x − E) dE.

Each pair emits and absorbs with the same line. At the offset y = x − E from its transition energy, however, a pair whose line obeys KMS must have absorption and emission lines in the ratio exp(y/kT). Your ratio is 1. That is a fair approximation for |y| ≪ kT, so γ ≪ kT protects the core of the line. It does not protect the wings.

**Q:** The wings are weak. What do they do below the gap?

**A:** Put x = −d with d ≫ γ. Then L ≈ (γ/π)/(E + d)². Splitting g₀ into −1 and f_e + f_h gives

g_L(−d) ≈ (γ/π)[−∫₀^∞ dE/(E + d)² + ∫₀^∞ (f_e + f_h) dE/(E + d)²].

The first integral is 1/d. If d is also large compared with the occupied pair energies, the second is C/d²:

g_L(−d) ≈ −(γ/π)(1/d − C/d²).

For large d this is absorption: the tail reaches the whole absorbing continuum above D, which outweighs the finite gain region.

**Q:** But C is 191 meV. At d = 100 meV your formula gives gain.

**A:** There the expansion does not apply, and the full integral has to be evaluated. Numerical quadrature at x = −100 meV gives +0.0019 from pairs with E < D and −0.0065 from pairs with E > D, in total −0.0046. That is absorption of about 1.6 % of your peak gain of 0.294, at a photon energy where the KMS relation forbids any. A root search puts the change of sign at x = −36 meV; below that, your spectrum absorbs.

Changing γ hardly moves this point: it lies at −36.6 meV for γ = 2 meV and −35.4 meV for γ = 10 meV. In the tail formula γ is an overall factor, so the zero is set by g₀ alone. Both this zero and the size of the false absorption do depend on how far the bands continue. Leaving out pairs above 1000 meV moves the zero to −43 meV, and leaving out those above 500 meV moves it to −52 meV. At x = −100 meV, pairs above 1000 meV, where g₀ ≈ −1, contribute −(5/π)/1100 = −0.0014 of the −0.0046. Higher subbands, which this model omits, work the other way. In an infinite well 10 nm wide with these masses the second hole subband lies only 38 meV, about 1.5 kT, from the first and takes part of the holes. The extra subband pairs add absorbing states, which move this zero toward the gap and enlarge the transparency shift found below. The numbers here belong to the one-subband model, which at room temperature suits only a narrow well.

**Q:** Would below-gap absorption be false in a weakly pumped well too?

**A:** Only in part. If Δμ < E_g, absorption between Δμ and the gap is allowed, though a Lorentzian tail may still give it the wrong size. But g₀ is then negative at every E > 0, so your spectrum absorbs at every photon energy. For ħω < Δμ that sign is false here too.

**Q:** Then I could cut the spectrum off below the gap. The transparency point lies well inside the band, so surely that survives.

**A:** Evaluate your spectrum at x = D with E = D + u. The range is u > −D. Folding the part −D < u < 0 onto positive u gives

g_L(D) = (γ/π){∫₀^D [g₀(D+u) + g₀(D−u)]/(u² + γ²) du + ∫_D^∞ g₀(D+u)/(u² + γ²) du}.

Since g₀(D) = 0, the square bracket starts as u². Both integrals therefore stay finite when γ² is dropped from the denominators. Call their sum J, so that g_L(D) ≈ γJ/π. The new zero D + δ follows from γJ/π + g₀′(D)δ = 0:

δ ≈ −γJ/[π g₀′(D)].

Quadrature gives J = −0.0151 meV⁻¹, and the slope is g₀′(D) = −0.00875 meV⁻¹. Hence δ ≈ −0.55γ = −2.7 meV. A root search on the full convolution gives −2.9 meV. The shift is of first order in γ, and with the coefficient 0.55 it is about half the broadening itself. At n = 1.5×10¹² cm⁻², where D is 43 meV, it grows to −4.0 meV; at 3×10¹² cm⁻², where D is 130 meV, it is −1.9 meV.

**Q:** Is it always downward?

**A:** For equal masses I can show it. Then f_e = f_h = 1/{exp[(E − D)/2kT] + 1}, and

g₀ = 2f_e − 1 = −tanh[(E − D)/4kT],

which is odd about D. The folded bracket vanishes for any γ, leaving

g_L(D) = −(γ/π)∫_D^∞ tanh(u/4kT)/(u² + γ²) du < 0.

At x = D + y with y > 0, the folded part becomes −∫₀^D tanh(u/4kT)[L(u − y) − L(u + y)] du. It is negative because u − y is smaller in magnitude than u + y, and the unpaired part is negative too. So there is no zero at or above D, and any transparency point that survives lies below it. For unequal masses the sign of J has to be computed.

**Q:** Would a Gaussian cure both faults?

**A:** It cures one. Far below the gap a Gaussian of standard deviation σ weights pairs by exp[−(E + d)²/2σ²], which falls off within about σ²/d of the edge. The sign is then that of g₀(0) = +0.415, which is gain. The false absorption thus comes from the slow Lorentzian tail.

The displacement remains, but is smaller. For σ ≪ D and σ ≪ kT, expanding g₀ about D gives g₀″(D)σ²/2 at the old zero, and so

δ ≈ −σ² g₀″(D)/[2g₀′(D)].

For the same half width, σ = γ/√(2 ln 2) = 4.25 meV, and a root search gives −0.07 meV.

**Q:** Then I shall broaden the emission f_e f_h with my Lorentzian and obtain the gain from KMS.

**A:** That gives

g_K(x) = S_L(x){1 − exp[(x − D)/kT]},  S_L(x) = ∫₀^∞ f_e f_h L(x − E) dE.

As S_L > 0, the sign is right everywhere and the zero is at D. The magnitude is another matter. Far above the emitting pairs,

S_L(x) → γR/(πx²),  R = ∫₀^∞ f_e f_h dE = 35.1 meV,

so the absorption grows as exp(x/kT)/x². At x = 400 meV the tail is 5 × 35.1/(π × 400²) = 3.5×10⁻⁴, and exp[(400 − 74.5)/25.85] = 2.9×10⁵. The product is about 100 plateaus. The full integral gives 147; the leading term is low because the emitting pairs lie above E = 0 and so closer to x.

**Q:** So one recipe fails below the gap and the other above it. Is there a line that fails at neither end?

**A:** Yes, if emission and absorption have different lines. Give each pair a slow classical bath coordinate q with energy κq²/2 without the pair and E + κ(q − a)²/2 with it, where E is the relaxed pair energy above the gap. At fixed q the transition energy is the difference

E + λ − κaq,  λ = κa²/2.

Before absorption q is centred at 0, so the line is centred at E + λ. Before emission q is centred at a, so the centre is E + λ − κa² = E − λ. The thermal variance of q is kT/κ, which gives both lines the variance κ²a²kT/κ = 2λkT. With y again equal to x − E, the ratio of the two normalized Gaussians is

G_abs/G_em = exp{[(y + λ)² − (y − λ)²]/4λkT} = exp(y/kT).

For each pair, therefore,

(1 − f_e)(1 − f_h)G_abs = f_e f_h exp[(E − D)/kT] · G_em exp[(x − E)/kT] = f_e f_h G_em exp[(x − D)/kT].

E has cancelled from the exponential, so the total obeys KMS with its zero at D. The absorption cannot exceed one plateau, since G_abs is normalized and its weight is at most 1. For σ = 4.25 meV, λ = σ²/2kT = 0.35 meV. The three spectra, by quadrature in plateau units, are:

x (meV) | Lorentzian on gain | Lorentzian emission + KMS | bath line
−100 | −0.005 | +0.003 | below 10⁻¹⁰⁰
−20 | +0.010 | +0.024 | 8×10⁻⁷
50 | +0.151 | +0.177 | +0.188
100 | −0.240 | −0.235 | −0.235
200 | −0.762 | −1.208 | −0.777
300 | −0.880 | −7.411 | −0.889

The converted Lorentzian reaches twice the absorption of the bath line at x = 225 meV, 150 meV above transparency. Below the gap its sign is right, but its tail is far larger than that of the bath line. The peaks differ as well: 0.294, 0.315 and 0.380 in the order of the columns.

**Q:** Should I then use the bath line for a real well?

**A:** Not without a reason to think its broadening comes from such a bath. I chose it as a case in which everything can be worked out; carrier scattering need not give this shape. What carries over, under the conditions of the KMS proof, is the requirement on the ratio of absorption to emission. Converting broadened emission secures the sign and the transparency point. To keep the absorption bounded at high energy, the emission line of a pair, as a function of the offset y, must also fall fast enough for its product with exp(y/kT) to have a finite area. For the bath line that product is G_abs, and its area is one.
